Numerov's formula: its local error and its fourth-order convergence

**Definitions and conventions**

Hartree atomic units are used. The grid points are x_n = x_0 + nh, and f_n means f(x_n). The interval has fixed length L while h → 0. The second difference is

δ²f_n = f_{n+1} − 2f_n + f_{n−1}.

Exact solutions are written y, numerical ones Y, and errors are exact minus numerical, e_n = y_n − Y_n. For eigenvalues, the shift is numerical minus exact, Λ − λ. M₆ is the maximum of |y⁽⁶⁾| on the interval. "Smooth" means having all the continuous derivatives that are used, up to and including the ends.

The equation is y'' = g(x)y with g smooth. For a radial orbital u(r) in a given mean-field potential V, g = l(l+1)/r² + 2(V − E). Its behaviour at r = 0 needs separate care, given below.

**Theorem**

(a) If y has six continuous derivatives, then

δ²y_n = (h²/12)(y''_{n+1} + 10y''_n + y''_{n−1}) + τ_n, τ_n = −h⁶y⁽⁶⁾(ξ_n)/240,

with ξ_n between x_{n−1} and x_{n+1}.

(b) Let Y follow from this relation with y'' = gy and τ_n dropped. If Y_0 is exact and the error of Y_1 is O(h⁵), then e_n = O(h⁴) on the whole interval.

(c) Let −y'' + qy = λpy, with q, p smooth, p > 0, and y = 0 at both ends. The k-th Numerov eigenvalue differs from the k-th exact one by O(h⁴).

**Proof of (a)**

Taylor's formula with integral remainder, added for +h and −h, gives

δ²y_n = ∫₀ʰ (h−t)[y''(x_n+t) + y''(x_n−t)] dt.

Let S(s) = y⁽⁶⁾(x_n+s) + y⁽⁶⁾(x_n−s). Applied to y'', the same formula gives

y''(x_n+t) + y''(x_n−t) = 2y''_n + t²y''''_n + ∫₀ᵗ [(t−s)³/6] S(s) ds.

Insert this in the first integral. The first two terms give h²y''_n + h⁴y''''_n/12. In the last, exchange the order of integration and put a = h−s. Since ∫ₛʰ (h−t)(t−s)³ dt = a⁵/20,

δ²y_n = h²y''_n + h⁴y''''_n/12 + ∫₀ʰ (a⁵/120) S(s) ds.

Setting t = h in the expansion of y'' gives

(h²/12)(y''_{n+1} + 10y''_n + y''_{n−1}) = h²y''_n + h⁴y''''_n/12 + ∫₀ʰ (h²a³/72) S(s) ds.

The weights 1, 10, 1 have made the h² and h⁴ terms agree. Subtraction leaves

τ_n = ∫₀ʰ K S(s) ds, K = a³(3a² − 5h²)/360.

K is negative for 0 < a ≤ h, and its integral is h⁶/720 − h⁶/288 = −h⁶/480. Because K keeps one sign, the mean-value theorem lets S be taken outside at some s. There S is twice the average of two values of y⁽⁶⁾, and by continuity that average is itself a value y⁽⁶⁾(ξ_n). Hence τ_n = −h⁶y⁽⁶⁾(ξ_n)/240. ∎

For y = r exp(−r) at r = 1 and h = 0.4, y⁽⁶⁾ = (r−6)exp(−r) = −5exp(−1). The leading term is +3.14×10⁻⁵ and the true defect 3.17×10⁻⁵. The defect has size h⁶|y⁽⁶⁾|/240 and the sign opposite to y⁽⁶⁾; it is positive here because y⁽⁶⁾ is negative.

**Numerov's formula**

Put y'' = gy, drop τ_n and collect terms:

(1 − h²g_{n+1}/12)Y_{n+1} = 2(1 + 5h²g_n/12)Y_n − (1 − h²g_{n−1}/12)Y_{n−1}.

The factor 5 arises from 2 + 10h²g_n/12.

**Proof of (b)**

Let c_n = 1 − h²g_n/12, and take h small enough that h²|g| ≤ 6, so c_n ≥ 1/2. The exact solution obeys the recursion with τ_n added, so subtraction gives

c_{n+1}e_{n+1} − (2 + 10h²g_n/12)e_n + c_{n−1}e_{n−1} = τ_n.

Now 2 + 10h²g_n/12 = 2c_n + h²g_n. With w_n = c_ne_n and G_n = g_n/c_n,

δ²w_n = h²G_nw_n + τ_n.

Summing once gives the differences w_{n+1} − w_n, and summing again gives

w_n = w_0 + n(w_1−w_0) + Σ_{m=1}^{n−1} (n−m)(h²G_mw_m + τ_m).

Let |G_m| ≤ Γ. Use n ≤ L/h, and Σ(n−m) ≤ n²/2 for the τ terms:

|w_n| ≤ C + LhΓ Σ_{m=1}^{n−1}|w_m|,

C = |w_0| + L|w_1−w_0|/h + L²h⁴M₆/480.

Induction gives |w_n| ≤ C(1+LhΓ)ⁿ, because the geometric sum reproduces this form. Hence |w_n| ≤ C exp(L²Γ), and |e_n| ≤ 2|w_n|. With w_0 = 0 and w_1 = O(h⁵), C = O(h⁴). ∎

Two powers of h are lost because a defect acts like a kick to the slope: there are about L/h kicks, and each is carried over up to L/h steps. The starting error is divided by h for the same reason. Summing only once shows that (w_{n+1}−w_n)/h is also O(h⁴), so the difference quotients of c_nY_n converge to y'. This is used below.

**Remark: the leading error**

Let η'' = gη − y⁽⁶⁾/240 with η = η' = 0 at x_0. Applying (a) to η gives

δ²(c_nη_n) = h²g_nη_n − h²y⁽⁶⁾_n/240 + O(h⁴).

Multiplied by h⁴, this has the same source as the error equation up to O(h⁸), since τ_n = −h⁶y⁽⁶⁾_n/240 + O(h⁸). The bound just proved, applied to e − h⁴η, turns the O(h⁸) source into O(h⁶). If Y_1 is exact, the starting value of e − h⁴η is −h⁴η_1 = O(h⁶), which contributes O(h⁵). Thus e = h⁴η + O(h⁵).

Take the isotropic oscillator, V = r²/2, l = 0, E = 3/2. Then u'' = (r²−3)u and u = r exp(−r²/2). Integrating the equation for η gives η(2) = 0.067835. At h = 0.1 the propagated error at r = 2 is 6.779×10⁻⁶, or 0.06779h⁴; at h = 0.05 it is 0.06782h⁴.

If Y_1 = h is used instead of h exp(−h²/2), the starting error is about −h³/2 and the global order falls to two. Since Y_0 = 0 and the recursion is linear, every value is merely multiplied by exp(h²/2). The error at r = 2 is then about −(h²/2)u(2) = −0.005 × 0.2707 = −1.35×10⁻³ for h = 0.1, as found. This is an error of normalization and moves no eigenvalue.

**Proof of (c): an eigenvalue within O(h⁴)**

Let there be N inner points, h = L/(N+1). Let A be the matrix of δ²/h² with zero end values, and B = 1 + h²A/12, which has rows (1, 10, 1)/12. Let Q and P be diagonal with entries q_n and p_n. Since y = 0 at the ends and q, p are bounded, y'' = (q−λp)y also vanishes there, so B needs no end terms. Part (a) reads

Ay = B(Q−λP)y + τ/h².

The Numerov eigenvalues Λ satisfy this without τ. With T = −B⁻¹A,

(T + Q)Y = ΛPY.

B is a polynomial in A, so the two commute and T is symmetric. The vectors sin(nθ), θ = kπ/(N+1), are eigenvectors of A with eigenvalues −(4/h²)sin²(θ/2). Those of B are 1 − (1/3)sin²(θ/2) > 2/3. Hence T is positive definite and B⁻¹ lengthens no vector by more than 3/2.

Multiplying the exact relation by −B⁻¹ gives

(T + Q − λP)y = ρ, ρ = −B⁻¹τ/h².

With the norm ‖v‖² = hΣv_n²,

‖ρ‖ ≤ (3/2)(h⁴M₆/240)√L = h⁴M₆√L/160.

Let z = P^{1/2}y and H = P^{−1/2}(T+Q)P^{−1/2}, so (H−λ)z = P^{−1/2}ρ. Expanding z in orthonormal eigenvectors of the symmetric H shows that ‖(H−λ)z‖ is at least ‖z‖ times the distance from λ to the nearest Λ. Therefore

min|Λ−λ| ≤ h⁴M₆√L/(160 √p_min ‖√p y‖).

**Proof of (c): the numbering**

It remains to exclude missing or spurious levels. Fix μ, not an exact eigenvalue. If σ ≤ σ₀ = min(q/p), then T + Q − σP is positive definite, so no Λ lies there. Let μ > σ₀, and take h so small that c_n > 0 for all σ from σ₀ to μ, where now g = q − σp. With v_n = c_nY_n, the discrete equation becomes

−δ²v_n + h²G_n(σ)v_n = 0, or M(σ)v = 0,

where M is tridiagonal with diagonal 2 + h²G_n and off-diagonal −1. Since dG/dg = 1/(1−h²g/12)² > 0 and g falls with σ, the eigenvalues of M fall strictly as σ rises. At σ₀ they are all positive. So the number of negative eigenvalues of M(μ) equals the number of Λ below μ; each Λ is simple, because v_1 fixes v.

Start the recursion at μ with v_0 = 0, v_1 = 1. Then v_{n+1} is the n-th leading determinant of M, since both obey the same recursion. Elimination gives the pivots v_{n+1}/v_n, whose negative members are as many as the negative eigenvalues of M. Thus sign changes in v_1, …, v_{N+1} count the Λ below μ. If an inner v_n vanishes, its neighbours have opposite signs; a slight change of μ removes the zero without changing the count. If v_{N+1} = 0, μ is itself a Λ; the next paragraph excludes this for small h.

The exact solution at μ that starts from zero has simple nodes and is nonzero at the far end. By Sturm's oscillation theorem its inner nodes count the λ below μ. Take that exact solution with positive initial slope, so y_1 > 0 for small h. Since v_0 = 0 and the recursion is linear, multiplying v by the positive factor c_1y_1 makes Y_1 = y_1 exact and changes no sign. By (b), values and difference quotients of the rescaled numerical solution converge uniformly, so for small h it has one sign change at each node and no others. The two counts agree. Placing such μ between successive exact eigenvalues leaves one Λ in each gap, and the residual bound puts it within O(h⁴) of the λ there. ∎

At a finite step small enough that every c_n > 0, the sign changes count numerical levels: for an energy between a numerical level and its exact partner, the program confirms that they follow the numerical one.

**Remark: size and sign of the shift**

Multiply the residual equation from the left by the transposed numerical eigenvector. As (T+Q−ΛP)Y = 0 and the matrices are symmetric,

(Λ−λ)YᵀPy = Yᵀρ.

The part of z outside the k-th eigenvector of H has norm at most ‖P^{−1/2}ρ‖ divided by the distance to the other levels. Suitably normalized, Y therefore equals y + O(h⁴) in norm. Also By = y + O(h²), so B⁻¹y = y + O(h²). With τ_n ≈ −h⁶y⁽⁶⁾_n/240, the sums become integrals:

Λ − λ ≈ (h⁴/240) ∫y y⁽⁶⁾dx / ∫py²dx.

Integrate by parts three times. At the ends y = y'' = 0 and y'''' = (gy)'' = 2g'y', so

∫y y⁽⁶⁾dx = −∫(y''')²dx − 2[g'(y')²],

the bracket being the upper-end value minus the lower. If it vanishes, the eigenvalue converges from below, so a Numerov energy is not in general a variational upper bound. In u'' = 2(V−E)u one has λ = 2E, and the energy shift is half as large.

For the oscillator, u''' = (−r⁴+6r²−3)exp(−r²/2). The bracket vanishes at r = 0, where g' = 2r = 0, and is negligible at the outer end r = 8. The integral of (u''')² for normalized u is 13.125, hence

ΔE ≈ −(13.125/480)h⁴ = −0.02734h⁴.

At h = 0.1 this is −2.73×10⁻⁶ hartree; the computed shift is −2.74×10⁻⁶. The rigorous bound, 4.7×10⁻⁵, is safe but not an estimate. Replacing B by 1, the ordinary three-point method, gives −1.56×10⁻³ hartree at the same step.

**Remark: where the theorem fails, and a cure**

Near a point nucleus V ≈ −Z/r. On a uniform radial grid q then contains −2Z/r, which is unbounded, and (c) does not apply. For an s orbital, u(0) = 0 but u''(0) = −2Zu'(0) ≠ 0. If the matrix method is used regardless, the first row lacks u''(0)/12. This adds B⁻¹ applied to a vector whose first entry is Zu'(0)/6, the others being zero, to ρ. Near the origin Y_n ≈ nhu'(0), which B leaves unchanged, so projection gives

Λ − λ ≈ h·hu'(0)·Zu'(0)/6, ΔE ≈ h²Z[u'(0)]²/12.

For a hydrogen-like 1s orbital [u'(0)]² = 4Z³, hence ΔE ≈ Z⁴h²/3. This is a leading-order estimate, not a proof. For Z = 1 the computed ΔE/h² extrapolates to 0.3335. At h = 0.1 bohr the shift is +2.99×10⁻³ hartree: the numerical level lies above the exact one.

The centrifugal term causes a milder failure of the same kind, even when V is smooth. For l = 1, u ≈ ar² near the origin, so u''(0) = 2a ≠ 0 and the first row again lacks u''(0)/12. This term is now weighted by h times a value of size ah², so on a uniform grid a p level is shifted by an amount of order h³, not h⁴. For l ≥ 2, u''(0) = 0 and no term is missing from the first row. The change of variable that follows removes the singularity for every l.

Let x = ln r and u = √r y, with primes on y now denoting d/dx. Since d/dr = (1/r)d/dx,

du/dr = r^{−1/2}(y' + y/2), d²u/dr² = r^{−3/2}(y'' − y/4).

Multiplying the radial equation by r^{3/2} gives

y'' = [(l+½)² + 2r²(V−E)]y.

Near the nucleus r²V ≈ −Zr, which is smooth in x. This is the form in (c) with λ = E, q = (l+½)² + 2r²V and p = 2r². As ∫r²y²dx = ∫u²dr, the shift is

ΔE ≈ −(h⁴/480) ∫(y''')²dx / ∫u²dr,

when the end terms are negligible. For hydrogen 1s, y = r^{1/2}exp(−r), and three derivatives give

y''' = (1/8 − 13r/4 + 9r²/2 − r³)y.

Then ∫(y''')²dx = 61/128 and ∫u²dr = 1/4, so ΔE ≈ −(61/32)h⁴/480 = −0.00397h⁴. With h = 0.1, now a step in ln r, the computed shift is −3.98×10⁻⁷ hartree. For 2p the predicted coefficient is −0.00196, and the computed shift is −1.97×10⁻⁷ hartree.

Cutting the logarithmic interval at finite ends causes a separate error that refining h does not remove. The general bound in (c) is also very weak here, because p = 2r² is tiny at the inner end; the leading formula gives the useful size. The numerical check covers the local defect and the orders and coefficients of the worked examples; the h³ shift of p levels on a uniform grid is an estimate that it does not include.

Values computed for the example and the checks

```
Local error coefficient of h^6 y^(6): -1/240
Local defect of r exp(-r) at r = 1 bohr:
  h=0.4: defect 3.17006e-05, leading term 3.13924e-05
  h=0.2: defect 4.91706e-07, leading term 4.90506e-07
Exact u(2) = 0.270671; predicted error/h^4 = 0.067835
Propagation to r = 2 bohr (error = exact - numerical):
  h=0.100: error 6.7788e-06, error/h^4 0.067788, with u_1=h -1.3499e-03
  h=0.050: error 4.2389e-07, error/h^4 0.067823, with u_1=h -3.3813e-04
  h=0.025: error 2.6497e-08, error/h^4 0.067832, with u_1=h -8.4571e-05
  observed orders: 4.000 (exact u_1), 1.999 (u_1=h)
Oscillator: integral of (u''')^2 = 13.125000, predicted dE/h^4 = -0.0273438
Oscillator l=0 ground state, exact E = 1.5 hartree:
  h=0.20: E 1.499955934, dE -4.4066e-05, dE/h^4 -0.027541
    bound on |dE| 7.550e-04, vector error 5.397e-05, plain dE -6.278e-03
  h=0.10: E 1.499997261, dE -2.7393e-06, dE/h^4 -0.027393
    bound on |dE| 4.719e-05, vector error 3.370e-06, plain dE -1.564e-03
  h=0.05: E 1.499999829, dE -1.7097e-07, dE/h^4 -0.027356
    bound on |dE| 2.949e-06, vector error 2.115e-07, plain dE -3.907e-04
  observed orders: E 4.002, vector 3.994, plain E 2.001
Hydrogen 1s, uniform grid to 20 bohr, u''(0) omitted:
  h=0.100: dE 2.9857e-03 hartree, dE/h^2 0.29857
  h=0.050: dE 7.9012e-04 hartree, dE/h^2 0.31605
  h=0.025: dE 2.0299e-04 hartree, dE/h^2 0.32479
  dE/h^2 extrapolated to h=0: 0.3335; predicted 0.3333
Hydrogen 1s, x=ln r from -30 to 3, exact E -0.500 hartree:
  h=0.100: E -0.5000003980, dE -3.9803e-07, dE/h^4 -0.00398
  h=0.050: E -0.5000000248, dE -2.4835e-08, dE/h^4 -0.00397
  h=0.025: E -0.5000000016, dE -1.5512e-09, dE/h^4 -0.00397
  predicted dE/h^4 -0.00397, observed order 4.002
Hydrogen 2p, x=ln r from -29 to 4, exact E -0.125 hartree:
  h=0.100: E -0.1250001968, dE -1.9683e-07, dE/h^4 -0.00197
  h=0.050: E -0.1250000123, dE -1.2269e-08, dE/h^4 -0.00196
  h=0.025: E -0.1250000008, dE -7.6628e-10, dE/h^4 -0.00196
  predicted dE/h^4 -0.00196, observed order 4.004
```
